# Gundlach oscillations of a biased barrier: Airy peaks and WKB quantization

## Problem

An oxide film fills $0<x<d$ between two metals. A voltage $V$ across the film gives the conduction-band edge

$$U(x)=\Phi-Fx,\qquad F=eV/d .$$

The barrier height $\Phi$ is the same at both contacts. Energies $E$ are measured from the cathode Fermi level, and $eV>\Phi$, so an electron at $E=0$ leaves the barrier inside the oxide and travels on to the anode. The masses are $m_L$, $m$ and $m_R$ in the cathode, oxide and anode. The band bottoms of cathode and anode lie $E_L$ and $E_R$ below their own Fermi levels. The anode is an abrupt step at $x=d$. In-plane momentum is zero, and $\psi$ and $\psi'/(\text{mass})$ are continuous at each interface.

Let $T$ be the transmission probability, and $T_{\rm ramp}$ that of the same cathode and ramp when nothing is reflected at the anode. Define $R=T/T_{\rm ramp}$.

1. Find $T$ with Airy functions, and reduce $R$ to a closed form for an opaque barrier.
2. Find the stationary points of $R$ and decide which are peaks.
3. Derive the WKB standing-wave condition, with its range of validity.
4. Compare the peak voltages at $E=0$ for $d=6$ nm, $\Phi=2$ eV, $m=0.3\,m_0$, $m_L=m_R=m_0$ and $E_L=E_R=10$ eV. Does $T$ itself have peaks?

## Hints

- Choose a length that turns the Schrödinger equation into $\psi_{zz}=z\psi$. Start from the outgoing wave in the anode and work back to the cathode.
- Toward the cathode Bi grows and Ai decays. Which coefficient fixes the transmission?
- Differentiate the denominator of $R$ using $\mathrm{Ai}''(z)=z\,\mathrm{Ai}(z)$.
- Compare the electron's velocities on the two sides of the anode interface before choosing a node or an antinode.

## Solution

### 1. Transmission

In the oxide $\psi_{xx}=(2m/\hbar^2)(\Phi-Fx-E)\psi$. Set

$$\ell=\left(\frac{\hbar^2}{2mF}\right)^{1/3},\qquad z=\frac{\Phi-Fx-E}{F\ell}.$$

Since $dz/dx=-1/\ell$, we have $\psi_{xx}=\psi_{zz}/\ell^2$ and $\psi_{zz}=(2mF\ell^3/\hbar^2)z\psi=z\psi$. Thus $\psi=a\,\mathrm{Ai}(z)+b\,\mathrm{Bi}(z)$. At the anode $z=-s$, with

$$s=\frac{eV-\Phi+E}{F\ell}.$$

Take the anode wave as $e^{ik_R(x-d)}$, where $k_R^2=2m_R(eV+E+E_R)/\hbar^2$. Matching gives $\psi(d)=1$ and $\psi_x(d^-)=ik_Rm/m_R$. Because $\psi_z=-\ell\psi_x$,

$$\psi_z(-s)=-iq,\qquad q=\ell k_R\frac{m}{m_R}.$$

Solve these two equations with the Wronskian $\mathrm{Ai}\,\mathrm{Bi}'-\mathrm{Ai}'\mathrm{Bi}=1/\pi$:

$$a=\pi[\mathrm{Bi}'(-s)+iq\,\mathrm{Bi}(-s)],\qquad b=-\pi[\mathrm{Ai}'(-s)+iq\,\mathrm{Ai}(-s)].$$

In the cathode $\psi=Ae^{ik_Lx}+Be^{-ik_Lx}$, with $k_L^2=2m_L(E_L+E)/\hbar^2$. Continuity gives $A+B=\psi(0)$ and $ik_L(A-B)=(m_L/m)\psi_x(0^+)$. Adding the first to the second divided by $ik_L$ eliminates $B$:

$$A=\frac12\left[\psi(0)+\frac{m_L}{imk_L}\psi_x(0^+)\right],\qquad T=\frac{k_R/m_R}{|A|^2k_L/m_L}.$$

Here $\psi(0)=a\,\mathrm{Ai}(z_0)+b\,\mathrm{Bi}(z_0)$, $\psi_x(0^+)=-[a\,\mathrm{Ai}'(z_0)+b\,\mathrm{Bi}'(z_0)]/\ell$ and $z_0=(\Phi-E)/(F\ell)$. This is the full $T$ of the model.

For the ramp without reflection use $\psi=\mathrm{Bi}+i\,\mathrm{Ai}$. Far down the ramp it is proportional to $e^{i\theta}$ with $\theta$ growing with $x$, so it moves toward the anode. Its flux is

$$\frac{\hbar}{m}\,\mathrm{Im}(\psi^*\psi_x)=-\frac{\hbar}{m\ell}(\mathrm{Bi}\,\mathrm{Ai}'-\mathrm{Ai}\,\mathrm{Bi}')=\frac{\hbar}{\pi m\ell}.$$

The flux with the real anode is $\hbar k_R/m_R=\hbar q/(m\ell)$. If the barrier is opaque, $\mathrm{Ai}(z_0)\ll\mathrm{Bi}(z_0)$, and $A$ is $b$ times a factor common to both problems. This factor cancels in the ratio, for which $b=1$ in the ramp:

$$R=\frac{q/|b|^2}{1/\pi}=\frac{q}{\pi D},\qquad D=\mathrm{Ai}'(-s)^2+q^2\mathrm{Ai}(-s)^2.$$

For the example, between 2.1 and 4.5 V, this differs from the full ratio by less than one part in $10^6$.

### 2. Stationary points

First hold $q$ fixed. The chain rule gives $\partial_s\mathrm{Ai}(-s)=-\mathrm{Ai}'(-s)$ and $\partial_s\mathrm{Ai}'(-s)=-\mathrm{Ai}''(-s)=s\,\mathrm{Ai}(-s)$. Therefore

$$\partial_sD=2s\,\mathrm{Ai}\,\mathrm{Ai}'-2q^2\mathrm{Ai}\,\mathrm{Ai}'=2(s-q^2)\,\mathrm{Ai}(-s)\,\mathrm{Ai}'(-s).$$

There are three families: nodes ($\mathrm{Ai}=0$), antinodes ($\mathrm{Ai}'=0$), and $s=q^2$. To interpret the last one, let $k_{ox}$ be the oxide wave number at the anode. From $F\ell s=\hbar^2k_{ox}^2/2m$ and $F\ell=\hbar^2/(2m\ell^2)$ follows $\sqrt s=\ell k_{ox}$. Hence

$$r\equiv\frac{q}{\sqrt s}=\frac{k_R/m_R}{k_{ox}/m}=\frac{v_R}{v_{ox}}.$$

The third family is a match of velocities.

With $\sigma$ the distance in $s$ from a stationary point, expansion to second order gives

$$D\simeq\mathrm{Ai}'^2[1+(q^2-s)\sigma^2]\quad\text{(node)},$$

$$D\simeq\mathrm{Ai}^2[q^2+s(s-q^2)\sigma^2]\quad\text{(antinode)}.$$

A peak of $R$ is a minimum of $D$. Nodes are peaks for $r>1$, and antinodes are peaks for $r<1$. At a velocity match $\partial_s^2D=2\,\mathrm{Ai}\,\mathrm{Ai}'$, so a peak requires this product to be positive.

Now let $q$ vary with voltage. Near a node $\ln R=\ln q-(q^2-s)(ds/dV)^2\delta V^2+\text{const}$. The variation of $q$ inside $D$ multiplies $\mathrm{Ai}^2$, already of second order, and drops out at this order. Setting the derivative to zero gives

$$\delta V=\frac{d\ln q/dV}{2(q^2-s)(ds/dV)^2}.$$

At $E=0$, $q\propto V^{-1/3}(eV+E_R)^{1/2}$ and $s\propto(eV-\Phi)V^{-2/3}$, so

$$\frac{d\ln q}{dV}=-\frac1{3V}+\frac{e}{2(eV+E_R)},\qquad \frac{ds}{dV}=s\left[\frac{e}{eV-\Phi}-\frac{2}{3V}\right].$$

### 3. The WKB condition

The turning point $x_t$ satisfies $U(x_t)=E$. Beyond it $k(x)=\sqrt{2mF(x-x_t)}/\hbar=(x-x_t)^{1/2}/\ell^{3/2}$. Since $d-x_t=s\ell$,

$$\zeta=\int_{x_t}^{d}k\,dx=\frac23s^{3/2}.$$

For large $s$, with $\theta=\zeta+\pi/4$, $\mathrm{Ai}(-s)\simeq\pi^{-1/2}s^{-1/4}\sin\theta$ and $\mathrm{Ai}'(-s)\simeq-\pi^{-1/2}s^{1/4}\cos\theta$. Insert them in $R=q/(\pi D)$ and divide numerator and denominator by $\sqrt s$:

$$R\simeq\frac{r}{\cos^2\theta+r^2\sin^2\theta}.$$

At fixed $r$, $R$ ranges between $r$ and $1/r$. For $r>1$ it peaks at $\theta=n\pi$; for $r<1$ it peaks at $\theta=(j-\tfrac12)\pi$. The conditions are

$$\int_{x_t}^{d}k\,dx=(n-\tfrac14)\pi\quad(r>1),\qquad \int_{x_t}^{d}k\,dx=(j-\tfrac34)\pi\quad(r<1).$$

A hard wall at $x=d$ would force a node there, so it gives the same condition as a fast anode. At $r=1$ the leading WKB oscillation vanishes. The conditions therefore need $r$ not close to 1, besides large $s$ and an opaque barrier. The average over $\theta$ at fixed $r$ is 1: with $t=r\tan\theta$, the integral of $R$ over one interval of length $\pi$ becomes $\int_{-\infty}^{\infty}dt/(1+t^2)=\pi$. Interference redistributes transmission around the ramp value.

The leading error of the node condition follows from writing $\mathrm{Ai}(-s)\propto p^{-1/2}\sin\Theta$, with $\Theta'=p$. The equation $y''=-sy$ for $y(s)=\mathrm{Ai}(-s)$ then requires

$$p^2=s+p^{1/2}(p^{-1/2})''\simeq s+\frac{5}{16s^2},\qquad p\simeq\sqrt s+\frac{5}{32s^{5/2}}.$$

Here $p\simeq\sqrt s$ was used in the small term. Integration, with the phase $\zeta+\pi/4$ at large $s$, gives $\Theta\simeq\zeta+\pi/4-5/(48s^{3/2})=\zeta+\pi/4-5/(72\zeta)$. An Airy zero therefore has a phase larger than the WKB value by $5/(72\zeta)$. Its voltage is higher by this amount divided by $d\zeta/dV=\sqrt s\,ds/dV$.

### 4. Numbers

With $\hbar^2/2m_0=0.0381$ eV nm², $\hbar^2/2m=0.127$ eV nm². For $V$ in volts,

$$\zeta=\frac{2}{3}\,\frac{6}{\sqrt{0.127}}\,\frac{(V-2)^{3/2}}{V}\simeq11.2\,\frac{(V-2)^{3/2}}{V}.$$

At 2.682 V the last fraction is 0.210, so $\zeta\simeq2.36=0.75\pi$, the first node. The peaks of the full $T/T_{\rm ramp}$ compare as follows.

| $n$ | Full Airy (V) | Airy zero (V) | WKB (V) | $r$ | $R$ |
|---|---|---|---|---|---|
| 1 | 2.6876 | 2.6881 | 2.6818 | 2.35 | 2.33 |
| 2 | 3.4089 | 3.4098 | 3.4069 | 1.69 | 1.69 |
| 3 | 4.1796 | 4.1811 | 4.1791 | 1.40 | 1.40 |

The fourth decimal serves to compare methods within the model. WKB is low by 5.8, 2.0 and 0.5 mV. Part of the improvement is cancellation: at $n=3$ the Airy zero lies 2.1 mV above WKB before rounding, while the variation of $q$ lowers the peak by 1.6 mV.

For $n=2$ the shift can be followed by hand. At 3.4098 V, $d\ln q/dV=-0.0978+0.0373=-0.0605$ per V. With $s=4.09$, $ds/dV=4.09(0.709-0.196)=2.10$ per V. With $q^2=11.67$,

$$\delta V=\frac{-0.0605}{2(7.58)(2.10)^2}\simeq-0.9\ \text{mV}.$$

Dropping the turning-point phase and using $\zeta=n\pi$ would put the peaks at 2.863, 3.594 and 4.384 V, about 0.18 to 0.20 V too high.

The unnormalized $T$ has no maximum between 2.05 and 4.5 V; its smallest logarithmic slope is $+0.54$ per V. In this model the first maximum of $T$ appears only at 10.4 V, a field of 17 MV/cm. From the first to the second peak of $R$, $T$ rises from $2.5\times10^{-10}$ to $2.7\times10^{-8}$. In this example the oscillation is a modulation of a rising curve, and division by the smooth ramp value turns it into peaks.

### The model beside a hafnia capacitor

The film thickness, barrier and mass are rough values for hafnia between nitride-like electrodes; the electrode bands are model choices. The peak fields are 4.5, 5.7 and 7.0 MV/cm, against a rough breakdown field of 5 MV/cm. The second and third peaks may therefore be out of reach in a steady measurement.

Scattering threatens the interference itself. Take a rough hot-electron mean free path $\lambda=1$ nm and let $L=d-x_t$. The probability of a round trip from the turning point to the anode and back without scattering is $e^{-2L/\lambda}$, so the returning amplitude is reduced by its square root, $e^{-L/\lambda}$. This factor is 0.22, 0.08 and 0.04 for the three peaks. An anode graded in potential and mass by a logistic profile of width parameter 0.2 nm also suppresses it: sampled between peaks 2 and 3, the maximum-to-minimum ratio of $R$ falls from 2.56 to 1.04. The weak maxima that remain move to 3.00 and 3.81 V, so the node condition no longer locates them.

For the second peak, estimates from the WKB phase give separate shifts of $-0.08$ V for a nonparabolic band (gap 5.7 eV) and $-0.06$ V for 0.3 nm more thickness. For image forces (optical permittivity 4, nearest image in each metal) the same estimate gives $-0.20$ V, but it is unreliable: the image potential is too steep next to the anode for WKB, and the peak no longer coincides with a node at the interface, as the estimate assumes. Solving the wave equation with this potential, cut off at the anode band bottom, gives only about $-0.046$ V. This value depends on the image model: it is about $-0.02$ V with the full series of images between the two metals, and about $-0.08$ V with the cutoff at the anode Fermi level. Each of these shifts still exceeds the WKB error of the ideal ramp.

Finally, $V$ is the film voltage. Free-electron Thomas-Fermi screening, with length 0.051 nm and static permittivity 20, adds about 1.2 V across the two electrodes at peak 2. An uncompensated polarization of 20 µC/cm² along the field would add about 2.3 V more at the same film field. Such drops would also change the barriers, so the tabulated voltages are not device predictions. The model also omits trap-assisted conduction, which often dominates leakage in hafnia and would mask the oscillation.

## Variation 1: a slow anode

**Replace the anode by $m_R=3m_0$, $E_R=2$ eV, keeping the rest. Where are the peaks?**

At $E=0$

$$r^2=\frac{m}{m_R}\,\frac{eV+E_R}{eV-\Phi},$$

which falls with voltage toward $m/m_R$. If $m_R>m$, the anode becomes slow above the voltage where $r=1$:

$$m(eV+E_R)=m_R(eV-\Phi)\ \Rightarrow\ eV_*=\frac{m_R\Phi+mE_R}{m_R-m}.$$

Here $V_*=(6+0.6)/2.7=2.444$ V. Scaling $s\propto(V-2)V^{-2/3}$ from $s=2.337$ at 2.6876 V gives $s\simeq1.61$ at $V_*$. The WKB phase is then $\theta\simeq2.15$, between $\pi/2$ and $\pi$, where $\mathrm{Ai}\,\mathrm{Ai}'>0$: the velocity match is a peak. Numerically it lies at 2.445 V. This argument holds $q$ fixed, and such close agreement is not general: for $E_R=4$ eV the peak is at 2.645 V against $V_*=2.667$ V, and for $E_R=0.5$ eV, where $V_*=2.278$ V lies just above the first antinode, $R$ has no peak there although the product is positive. It is only a weak local maximum, with $R\simeq0.92$, below the ramp value.

The antinode $j=1$ is at $s\simeq1.02$, the first zero of $\mathrm{Ai}'(-s)$; the WKB condition $\zeta=\pi/4$ gives 1.12. It lies below $V_*$, where $r>1$, and is a minimum. The next two are peaks, at 3.037 and 3.781 V; WKB gives 3.043 and 3.784 V. Their velocity ratios are 0.70 and 0.57. For the original anode $V_*=(2+3)/0.7\simeq7.1$ V, so its three peaks are all nodes.

## Variation 2: current at 300 K

**How far does the spread of electron energies move the fast-anode peaks?**

Let $E$ now be the total energy minus the in-plane energy $E_\parallel=\hbar^2k_\parallel^2/2m$ in the oxide. Neglect the effect of $k_\parallel$ on electrode matching, and the reverse current. With $d^2k_\parallel=(2\pi m/\hbar^2)dE_\parallel$, integration of the Fermi function over $E_\parallel$ gives

$$J=\frac{em}{2\pi^2\hbar^3}\int T(E)\,k_BT_e\ln\left(1+e^{-E/k_BT_e}\right)dE,$$

where $T_e$ is the temperature. The prefactor cancels in $J/J_{\rm ramp}$.

The peaks of this ratio lie at 2.76, 3.53 and 4.35 V, higher than the Fermi-level peaks by 0.07, 0.12 and 0.17 V. Their heights fall to 1.58, 1.27 and 1.13. The mean $E$, weighted by the ramp current at these voltages, is $-0.07$, $-0.11$ and $-0.15$ eV. An electron below the Fermi level needs more voltage to collect the same phase, which gives the sign. The shift is not thermal in origin: at zero temperature, with only states below the Fermi level filled, the peaks lie at 2.79, 3.56 and 4.38 V.

For the size, hold $s\propto(eV-\Phi+E)V^{-2/3}$ fixed. To first order

$$e\,\delta V\simeq\frac{-E}{1-2(eV-\Phi)/(3eV)}.$$

At peak 2 this is $0.110/0.724\simeq0.15$ eV, against the computed shift of 0.12 V. The estimate is rough because averaging an oscillation over a spread of energies differs from evaluating it at the mean energy. Even so, the energy spread moves the peaks far more than the WKB approximation does.

## Calculated quantities

```
Film: thickness 6.0 nm, barrier 2.0 eV, mass 0.3 m0
Cathode and fast anode: mass 1.0 m0, depth 10.0 eV
Slow anode: mass 3.0 m0, depth 2.0 eV
Largest relative error, Airy vs direct: 1.6e-09
Largest relative error, opaque formula: 4.7e-07
Fast peak 1: exact 2.6876 V, Airy zero 2.6881 V
  WKB 2.6818 V, integer-pi rule 2.8627 V
  exact-WKB 5.82 mV, leading WKB estimate 6.85 mV
  q-variation shift -0.503 mV, field 4.48 MV/cm
  s 2.3367, q^2 12.935, speed ratio 2.353, R 2.328
  transmission 2.505e-10
Fast peak 2: exact 3.4089 V, Airy zero 3.4098 V
  WKB 3.4069 V, integer-pi rule 3.5935 V
  exact-WKB 2.02 mV, leading WKB estimate 2.97 mV
  q-variation shift -0.904 mV, field 5.68 MV/cm
  s 4.0861, q^2 11.666, speed ratio 1.690, R 1.686
  transmission 2.688e-08
Fast peak 3: exact 4.1796 V, Airy zero 4.1811 V
  WKB 4.1791 V, integer-pi rule 4.3841 V
  exact-WKB 0.50 mV, leading WKB estimate 2.07 mV
  q-variation shift -1.555 mV, field 6.97 MV/cm
  s 5.5180, q^2 10.770, speed ratio 1.397, R 1.395
  transmission 6.899e-07
Slow velocity-match: peak 2.4454 V, formula 2.4444 V
Slow antinode j=2: exact 3.0372 V, WKB 3.0425 V, speed ratio 0.697
Slow antinode j=3: exact 3.7808 V, WKB 3.7841 V, speed ratio 0.570
Raw T maxima from 2.05 to 4.5 V: 0
Smallest d ln(T)/dV: 0.538 per V
R max/min between peaks 2 and 3: abrupt 2.557, graded 1.044 (logistic width 0.2 nm)
300 K current-ratio peak 1: 2.756 V, height 1.584, mean E -0.068 eV
300 K current-ratio peak 2: 3.528 V, height 1.265, mean E -0.110 eV
300 K current-ratio peak 3: 4.352 V, height 1.134, mean E -0.148 eV
Image-force shift of WKB peak 2: -0.203 V (optical K 4.0)
Nonparabolic shift of WKB peak 2: -0.081 V (gap 5.7 eV)
Shift of WKB peak 2 for +0.3 nm thickness: -0.061 V
Rough mean free path: 1.0 nm; rough breakdown: 5.0 MV/cm
Peak 1: path 1.54 nm, round-trip amplitude factor 0.215
Peak 2: path 2.48 nm, round-trip amplitude factor 0.084
Peak 3: path 3.13 nm, round-trip amplitude factor 0.044
Thomas-Fermi length: 0.0506 nm
Electrode drop at peak 2: 1.15 V (static K 20)
Extra drop for 20 uC/cm2 polarization: 2.29 V
```
